\section*{Expectation values from an isospectral valence Hamiltonian}

\section*{Question}

I have a many-electron Hamiltonian $H$ with semicore and valence electrons. By eliminating the configurations in which the semicore shell is opened, I obtained a smaller Hermitian Hamiltonian that acts on valence configurations alone. Its eigenvalues agree with the selected eigenvalues of $H$ to all the digits I can compute.

I now want dipole moments and occupation numbers. My plan is to take the eigenvectors of the small Hamiltonian and evaluate the ordinary operators in them, restricted to the valence configurations. Since the energies carry no error, I expect these values to carry none either. Is that right? If not, what should I evaluate, and can the error be seen in a case small enough to follow by hand?

\section*{Answer}

It is not right in general. Equal eigenvalues say that two Hermitian matrices of the same size are related by a change of basis. They do not say which change of basis, and an observable needs that information. The operator must be carried into the valence space by the same map that carried $H$ there.

\subsection*{The map that produces the valence Hamiltonian}

Let $P$ project on the $d$-dimensional valence space and let $Q=1-P$. Write $A_{PQ}=PAQ$, and similarly for the other blocks. Select $d$ orthonormal eigenstates, $H\Psi_k=E_k\Psi_k$, and call their projections $p_k=P\Psi_k$. I assume that the $p_k$ are linearly independent; otherwise the valence space cannot label the selected states and the construction fails.

The wave operator $\Omega$ restores the part that projection removed:
\begin{equation}
\Omega p_k=\Psi_k,\qquad \Omega=P+X,\qquad X=Q\Omega P .
\end{equation}
Define $H_B=PH\Omega$. Then $H_Bp_k=PH\Psi_k=E_kp_k$, so $H_B$ has the selected energies. Moreover, $\Omega H_Bp_k=E_k\Psi_k=H\Omega p_k$. The $p_k$ span the valence space, hence
\begin{equation}
H\Omega=\Omega H_B .
\label{bloch}
\end{equation}
The $Q$ part of this equation is a quadratic equation for $X$. It has more than one solution in general: every choice of $d$ eigenstates with independent projections gives one, and the solution belonging to the selected states must be taken. It reads
\begin{equation}
H_{QP}+H_{QQ}X=X\,(H_{PP}+H_{PQ}X).
\label{riccati}
\end{equation}

The Bloch Hamiltonian $H_B$ is generally not Hermitian, because the $p_k$ are generally not orthogonal. Their metric is
\begin{equation}
S=\Omega^\dagger\Omega=P+X^\dagger X ,
\end{equation}
where the cross terms vanish since $PX=0$. Now set $U=\Omega S^{-1/2}$. This gives $U^\dagger U=S^{-1/2}SS^{-1/2}=P$, so $U$ preserves scalar products. With (\ref{bloch}),
\begin{equation}
H_c=U^\dagger HU=S^{-1/2}\Omega^\dagger\Omega H_BS^{-1/2}
=S^{1/2}H_BS^{-1/2}.
\end{equation}
This matrix is Hermitian and has the eigenvalues of $H_B$. Its eigenvectors are $\phi_k=S^{1/2}p_k$, and
\begin{equation}
U\phi_k=\Omega S^{-1/2}S^{1/2}p_k=\Psi_k .
\label{back}
\end{equation}

\subsection*{What happens to an observable}

Inserting (\ref{back}) on both sides of any operator $A$ gives
\begin{equation}
\langle\Psi_k|A|\Psi_l\rangle=\langle\phi_k|A_c|\phi_l\rangle,
\qquad A_c=U^\dagger AU .
\label{main}
\end{equation}
Your plan replaces $A_c$ by $A_{PP}$. Since the $\phi_k$ form a basis, this is correct for all matrix elements if and only if $A_c=A_{PP}$. The identity satisfies this condition. A single matrix element may also agree by accident.

The Hamiltonian itself shows the problem. Your energies came from $U^\dagger HU$, not from $H_{PP}$. Using a bare dipole operator beside $H_c$ treats the two operators differently.

If you work with $H_B$, the equivalent formula is
\begin{equation}
\langle\Psi_k|A|\Psi_k\rangle=
\frac{\langle p_k|\Omega^\dagger A\Omega|p_k\rangle}
{\langle p_k|S|p_k\rangle}.
\label{blochvalue}
\end{equation}
The denominator is one for $p_k=P\Psi_k$; it is kept so that $p_k$ may have any normalization. The vectors $\phi_k$ must not be put into this formula, because the factor $S^{1/2}$ would then be counted twice.

To see the size of the error, expand $S^{-1/2}=P-\tfrac12X^\dagger X+O(X^4)$ and
\[
\Omega^\dagger A\Omega=A_{PP}+A_{PQ}X+X^\dagger A_{QP}+X^\dagger A_{QQ}X .
\]
Keeping terms through second order,
\begin{equation}
\begin{aligned}
A_c-A_{PP}={}&A_{PQ}X+X^\dagger A_{QP}+X^\dagger A_{QQ}X\\
&-\tfrac12\left(X^\dagger XA_{PP}+A_{PP}X^\dagger X\right)+O(X^3).
\end{aligned}
\label{error}
\end{equation}
The first two terms are the interference between the valence part and the eliminated part of the state. If $A$ does not connect $P$ and $Q$, they vanish and the error starts at second order. What remains is the value of $A$ in the eliminated configurations, minus the valence contribution lost through normalization.

\subsection*{A four-electron model with a $3\times3$ matrix}

Take a semicore orbital $c$ and valence orbitals $a,b$, holding four electrons in opposite-spin pairs. Let $\Pi_p^\dagger$ create a pair in orbital $p$, and let
\begin{equation}
H=\sum_p\varepsilon_pn_p+\sum_{p\ne q}K_{pq}\Pi_p^\dagger\Pi_q .
\end{equation}
The parameters are round model values: $\varepsilon_c=-10$, $\varepsilon_a=-4$, $\varepsilon_b=-3$, $K_{ab}=0.5$, $K_{bc}=3$ and $K_{ac}=4$, all in eV. This Hamiltonian moves pairs without breaking them, so the configurations $c^2a^2$, $c^2b^2$, $a^2b^2$ form a closed set. Pair operators on different orbitals commute, so no fermion signs appear. For example, the first diagonal element is $2(-10-4)=-28$ eV, and going from $c^2a^2$ to $a^2b^2$ moves a pair from $c$ to $b$, with amplitude $K_{bc}$. Thus
\begin{equation}
H=\begin{pmatrix}-28&0.5&3\\0.5&-26&4\\3&4&-14\end{pmatrix}\ \text{eV}.
\end{equation}

The first two configurations span $P$. The two lowest eigenstates are
\begin{align*}
\Psi_0&=(0.9504,\;0.1903,\;-0.2461), & E_0&=-28.677\ \text{eV},\\
\Psi_1&=(-0.2480,\;0.9410,\;-0.2303), & E_1&=-27.111\ \text{eV}.
\end{align*}
With one $Q$ configuration, $X$ is a row $x=(x_1,x_2)$. The definition $\Omega p_k=\Psi_k$ gives two linear equations,
\[
0.9504x_1+0.1903x_2=-0.2461,\qquad
-0.2480x_1+0.9410x_2=-0.2303,
\]
with solution $x=(-0.1994,-0.2973)$ and $t^2=xx^\dagger=0.1282$. As a check on the signs, drop $K_{ab}$ and the quadratic term in (\ref{riccati}). This leaves $x_1\approx-3/14=-0.21$ and $x_2\approx-4/12=-0.33$: coupling divided by gap, with a minus sign.

The Bloch matrix follows from $H_B=H_{PP}+H_{PQ}x$. Its first element is $-28+3(-0.1994)=-28.598$ eV, and its two off-diagonal elements, $-0.392$ and $-0.298$ eV, are unequal, as expected for a non-Hermitian matrix.

The metric $S=1+x^\dagger x$ has eigenvalue $1+t^2$ along $x^\dagger$ and $1$ perpendicular to it. Therefore
\begin{equation}
S^{-1/2}=1-\left(1-\frac1{\sqrt{1+t^2}}\right)\frac{x^\dagger x}{t^2}
=\begin{pmatrix}0.9818&-0.0271\\-0.0271&0.9596\end{pmatrix}.
\end{equation}
The Hermitian valence Hamiltonian is
\begin{equation}
H_c=\begin{pmatrix}-28.5970&-0.3444\\-0.3444&-27.1907\end{pmatrix}\ \text{eV}.
\end{equation}
Its eigenvalues are $-27.8939\mp\sqrt{0.7032^2+0.3444^2}$ eV, that is, $-28.677$ and $-27.111$ eV, as required. The eigenvectors are $\phi_0=(0.9742,0.2257)$ and $\phi_1=(-0.2257,0.9742)$.

First evaluate the bare Hamiltonian in $\phi_0$:
\[
-28(0.9742)^2-26(0.2257)^2+2(0.5)(0.9742)(0.2257)
=-27.678\ \text{eV}.
\]
This lies $1.0$ eV above $E_0$, although $\phi_0$ is the exact ground eigenvector of an isospectral Hamiltonian.

\subsection*{Semicore occupation: a bare value that cannot be repaired}

Both valence configurations contain $c^2$, so the bare operator $PN_cP$ is twice the identity. It returns $2$ in every normalized valence vector. The true ground-state value is
\[
\langle N_c\rangle_0=2(1-0.2461^2)=1.879 .
\]

To transform the operator, note that $QU=xS^{-1/2}=x/\sqrt{1+t^2}$, because $x^\dagger$ is an eigenvector of $S$. In the full space $N_c=2(1-Q)$, hence
\begin{equation}
U^\dagger N_cU=2\left(1-\frac{x^\dagger x}{1+t^2}\right)
=\begin{pmatrix}1.9295&-0.1051\\-0.1051&1.8433\end{pmatrix}.
\end{equation}
In $\phi_0$ this gives $1.879$, the true value. The off-diagonal element has a physical meaning. It connects $a^2$ with $b^2$, which differ in two occupied spin orbitals. A one-body operator cannot do that. The bare occupation is a one-body operator, but its transformed counterpart in the valence space contains a two-body part.

\subsection*{Position and dipole moment}

Let $Z=\sum_pz_pn_p$ be the summed electron position along an axis, with $z_c=0$, $z_a=60$ and $z_b=20$ pm. In the three configurations $Z$ is $120$, $40$ and $160$ pm. The true ground-state value is
\[
120(0.9504)^2+40(0.1903)^2+160(0.2461)^2=119.5\ \text{pm}.
\]
The bare valence value is
\[
120(0.9742)^2+40(0.2257)^2=115.9\ \text{pm}.
\]
The transformed operator is
\begin{equation}
Z_c=U^\dagger ZU=\begin{pmatrix}121.352&4.181\\4.181&49.463\end{pmatrix}\ \text{pm},
\end{equation}
and it restores $119.5$ pm:
\[
121.352(0.9742)^2+49.463(0.2257)^2+2(4.181)(0.9742)(0.2257)
=119.5\ \text{pm}.
\]

The bare error is $-3.6$ pm in the ground state and $-7.2$ pm in the excited state, where the true value is $51.3$ pm. Relative to the true values these are $3\%$ and $14\%$, with the origin at the semicore centre. The electronic dipole $-eZ$ of the ground state is $-1.915\times10^{-29}$ C\,m, while the bare value is $-1.857\times10^{-29}$ C\,m.

The transition element, which does not depend on the origin, has an absolute error of $5.5$ pm and a larger relative error than either value above. Its true magnitude is $12.1$ pm and the bare one is $17.6$ pm, too large by $46\%$ of the true value. The transformed matrix shows why. The diagonal difference contributes $-(0.9742)(0.2257)(121.352-49.463)=-15.8$ pm, and the off-diagonal element contributes $(0.9742^2-0.2257^2)(4.181)=+3.8$ pm. The bare operator has no off-diagonal element to provide this cancellation, and its diagonal difference is larger, $80$ pm.

Among the three pair configurations $Z$ does not connect $P$ and $Q$, so (\ref{error}) begins at second order. This is a feature of the pair model. A real dipole operator moves one electron out of the semicore shell, and a real Hamiltonian gives $X$ components on such singly opened configurations, so the first-order terms $A_{PQ}X+X^\dagger A_{QP}$ are generally present. The couplings here are also chosen large; the percentages above illustrate the mechanism and are not typical sizes for real atoms or molecules. Return to the second-order estimate for the model. It predicts a first diagonal correction of $x_1^2(160-120)=1.6$ pm and a second of $x_2^2(160-40)=10.6$ pm. The full corrections are $1.4$ and $9.5$ pm. Second order therefore gives the right signs and rough size, but it is not precise at this coupling strength.

Mixing the two conventions does not give the true value, although in this example it happens to land closer than the bare $115.9$ pm. The bare operator in the normalized Bloch vector gives $116.9$ pm. Putting $\phi_0$ into (\ref{blochvalue}) gives $118.7$ pm. The consistent Bloch expression gives $119.5$ pm.

\subsection*{Could a better isospectral Hamiltonian remove the error?}

For any unitary $V$ on the valence space, $V^\dagger H_cV$ has the same spectrum and eigenvectors $V^\dagger\phi_k$. The consistent observable is $V^\dagger A_cV$, which leaves every expectation value unchanged. The bare value, by contrast, generally depends on $V$; an exception is an $A_{PP}$ proportional to the identity, such as $PN_cP$. Taking $V=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}$ with $\theta=0$, $30$, $60$ and $90$ degrees gives bare ground-state positions of $115.9$, $113.2$, $77.3$ and $44.1$ pm, all with the same two energies. The spectrum alone therefore cannot determine the observable.

One can tune a rotation to match one number. The bare ground value can be moved continuously between $40$ and $120$ pm, a range that contains $119.5$ pm. But the vectors $V^\dagger\phi_k$ form an orthonormal basis, so
\begin{equation}
\sum_{k}\langle V^\dagger\phi_k|A_{PP}|V^\dagger\phi_k\rangle
=\operatorname{Tr}A_{PP}
\end{equation}
for every $V$. For $Z$ this sum is $160$ pm, whereas the true sum is $170.8$ pm. Once the ground state is matched, the excited state must come out at $160-119.5=40.5$ pm instead of $51.3$ pm. For $N_c$ not even one state can be matched.

\subsection*{Obtaining the observable from energies}

There is a route through energies, provided that the perturbation is included before the reduction. Let $H(\lambda)=H+\lambda A$, and take a nondegenerate state. Differentiating $E_k=\langle\Psi_k|H(\lambda)|\Psi_k\rangle$ gives
\begin{equation}
\frac{dE_k}{d\lambda}=\langle\Psi_k|A|\Psi_k\rangle
+E_k\frac{d}{d\lambda}\langle\Psi_k|\Psi_k\rangle
=\langle\Psi_k|A|\Psi_k\rangle .
\end{equation}
If the valence Hamiltonian is rebuilt at each $\lambda$, it has these same energies and hence the correct slope. If instead $\lambda A_{PP}$ is added to a frozen $H_c$, first-order perturbation theory gives the slope $\langle\phi_k|A_{PP}|\phi_k\rangle$, which is the bare value again.

For a uniform field $F$, an electron of charge $-e$ has the perturbation $+eFz$. The numerical slopes $dE_0/d(eF)$ at zero field are $119.5$ pm with $\Omega$ rebuilt and $115.9$ pm with $H_c$ frozen.

The matrix $dH_c/d\lambda$ is not quite $A_c$, because $U$ also changes. Let a prime denote $d/d\lambda$ and put $G=U^\dagger U'$. Differentiating $U^\dagger U=P$ gives $U'^\dagger U=-G$. Equation (\ref{bloch}) multiplied by $S^{-1/2}$ reads $HU=UH_c$, with adjoint $U^\dagger H=H_cU^\dagger$. Therefore
\begin{equation}
\begin{aligned}
H_c'&=U^\dagger AU+U'^\dagger HU+U^\dagger HU'\\
&=A_c+U'^\dagger UH_c+H_cU^\dagger U'
=A_c+H_cG-GH_c .
\end{aligned}
\end{equation}
In an eigenstate the last two terms give $E_k\langle G\rangle-\langle G\rangle E_k=0$, so expectation values are unaffected. Transition elements between different energies can change. In the model, $dH_c/d(eF)$ has diagonal elements $121.244$ and $49.570$ pm and off-diagonal element $4.400$ pm in the configuration basis. Between $\phi_0$ and $\phi_1$ it gives $-(0.9742)(0.2257)(121.244-49.570)+(0.9742^2-0.2257^2)(4.400)=-11.8$ pm, whereas the true magnitude is $12.1$ pm. For transition moments, use $A_c$ itself.

\subsection*{What this means for your calculation}

Keep the map that produced your valence Hamiltonian, and transform each observable with it. For $H_c$ this map is $U=\Omega S^{-1/2}$, which $X$ determines. If your Hamiltonian is $V^\dagger H_cV$, the map is $UV$, and $X$ alone is not enough. If you have a Hamiltonian fitted to energies alone, $U$ is not contained in the fit; you need further information. Energies of the full system in a field give, through their slopes, the expectation values of the perturbing operator; this route does not hand you $U$ itself. Better sampling in quantum Monte Carlo does not cure the problem: a perfectly sampled $\phi_k$ with a bare operator converges to the bare value.

For the valence Hamiltonian built with $U=\Omega S^{-1/2}$, with no further rotation $V$, the absolute error of bare operators vanishes as $X\to0$. The relative error need not vanish for a quantity that is itself produced by the eliminated configurations. In the model with $K_{ab}=0$ and $K_{bc}$, $K_{ac}$ scaled by a small factor $s$, the bare transition element of $Z$ is $-37.1s^2$ pm and the off-diagonal correction $x_1x_2(160-80)$ is $+5.7s^2$ pm, so the bare value stays $18\%$ too large however small $X$ becomes. Consider now the limit $X\to0$ itself. This limit is reached when the coupling to the eliminated configurations is small compared with the gap, provided the selected states are those that pass into the valence space as the coupling vanishes. How fast depends on the observable. In a separate random nine-state model with four valence states, halving an already weak coupling reduced the norm of $A_c-A_{PP}$ by a factor $2.01$ for a general operator and $4.00$ for one that does not connect $P$ and $Q$, in agreement with the first- and second-order terms of (\ref{error}). The numerical output below lists these values and the intermediate matrices.

\section*{Computed results}
\begin{verbatim}
orbital energies c, a, b: -10.0, -4.0, -3.0 eV
pair couplings K_ab, K_bc, K_ac: 0.5, 3.0, 4.0 eV
orbital positions c, a, b: 0.0, 60.0, 20.0 pm
full H, row by row: -28.0, 0.5, 3.0, 0.5, -26.0, 4.0, 3.0, 4.0, -14.0 eV
diagonal of Z: 120.0, 40.0, 160.0 pm
full energies: -28.6768, -27.1109, -12.2123 eV
full ground state (ccaa, ccbb, aabb): 0.9504, 0.1903, -0.2461 (no unit)
full first excited state: -0.2480, 0.9410, -0.2303 (no unit)
eigenvalues of bare block PHP: -28.1180, -25.8820 eV
decoupling row x: -0.1994, -0.2973 (no unit)
t^2 = x x^+: 0.1282 (no unit)
metric S, row by row: 1.0398, 0.0593, 0.0593, 1.0884 (no unit)
S^(-1/2), row by row: 0.9818, -0.0271, -0.0271, 0.9596 (no unit)
Bloch H_B, row by row: -28.5983, -0.3920, -0.2978, -27.1894 eV
Hermitian H_c, row by row: -28.5970, -0.3444, -0.3444, -27.1907 eV
energies from H_c: -28.6768, -27.1109 eV
valence ground vector phi_0: 0.9742, 0.2257 (no unit)
valence excited vector phi_1: -0.2257, 0.9742 (no unit)
bare H in phi_0, phi_1: -27.6782, -26.3218 eV
transformed N_c, row by row: 1.9295, -0.1051, -0.1051, 1.8433 electrons
N_c true, states 0, 1: 1.8789, 1.8939 electrons
N_c transformed, states 0, 1: 1.8789, 1.8939 electrons
N_c bare, states 0, 1: 2.0000, 2.0000 electrons
transformed Z, row by row: 121.352, 4.181, 4.181, 49.463 pm
Z true, states 0, 1: 119.527, 51.287 pm
Z transformed, states 0, 1: 119.527, 51.287 pm
Z bare with phi, states 0, 1: 115.923, 44.077 pm
Z bare minus true, states 0, 1: -3.604, -7.211 pm
Z bare with Bloch vectors, states 0, 1: 116.918, 45.197 pm
Z Bloch with metric, states 0, 1: 119.527, 51.287 pm
Z mixed: phi with Omega^+ Z Omega and S: 118.743, 50.623 pm
|<0|Z|1>| true, transformed, bare: 12.054, 12.054, 17.593 pm
sum of Z over two states: true, bare: 170.814, 160.000 pm
bare ground Z after V = 0, 30, 60, 90 deg: 115.923, 113.198, 77.274, 44.077 pm
field step for derivatives: 1.0e+07 V/m
dE/d(eF), Omega rebuilt, states 0, 1: 119.527, 51.287 pm
dE/d(eF), frozen H_c + bare Z, states 0, 1: 115.923, 44.077 pm
dH_c/d(eF), row by row: 121.244, 4.400, 4.400, 49.570 pm
ground electronic dipole -eZ true: -1.9150e-29 C m
ground electronic dipole -eZ bare: -1.8573e-29 C m
random model, largest error, transformed A: 4.9e-15 (no unit)
random model, largest error, bare A: 0.155 (no unit)
error ratios on halving coupling: general A, block-diagonal A, remainder: 2.007, 3.998, 8.042 (no unit)
\end{verbatim}
